# The Klein–Nishina Formula with Linear Polarization and Its Limits: a numerical check

```python
"""Klein-Nishina scattering of a photon by a free electron at rest.

Result under test, for linear polarizations eps and eps_out and summed spins:
  dsigma/dOmega = (r_e^2/4) rho^2 [rho + 1/rho - 2 + 4 (eps.eps_out)^2],
  rho = omega_out/omega = 1/(1 + x (1 - mu)), x = omega/m, mu = cos(theta).
Limits of the total cross section: 8 pi r_e^2/3 for small x and
(pi r_e^2/x)(ln 2x + 1/2) for large x.
Units: hbar = c = m = 1; cross sections are in r_e^2 unless labelled.
The amplitude is evaluated with explicit Dirac spinors and full propagators.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 40
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gamma = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
n_in = np.array([0.0, 0.0, 1.0])


def sigma_dot(v):
    return sum(v[i] * pauli[i] for i in range(3))


def slash(v):
    return v[0] * gamma0 - sum(v[i + 1] * gamma[i] for i in range(3))


def spinors(p):
    """Two positive-energy spinors as columns, normalized to ubar u = 2."""
    d = p[0] + 1
    return np.sqrt(d) * np.vstack([np.eye(2), sigma_dot(p[1:]) / d])


def propagator(P, part):
    """Electron propagator, or its positive/negative-energy part."""
    if part == "full":
        return (slash(P) + np.eye(4)) / (P[0]**2 - P[1:] @ P[1:] - 1)
    energy = np.sqrt(1 + P[1:] @ P[1:])
    hamiltonian = gamma0 @ (sum(P[i + 1] * gamma[i] for i in range(3))
                            + np.eye(4))
    sign = 1 if part == "positive" else -1
    projector = 0.5 * (np.eye(4) + sign * hamiltonian / energy)
    return projector @ gamma0 / (P[0] - sign * energy)


def ratio(x, mu):
    return 1 / (1 + x * (1 - mu))


def diagrams(x, n_out, eps, eps_out, part="full", shift=0.0, shift_out=0.0):
    """Both diagrams as 2x2 spin matrices; M = -e^2 (direct + crossed)."""
    w_out = x * ratio(x, n_in @ n_out)
    p = np.array([1.0, 0, 0, 0])
    k = x * np.r_[1, n_in]
    k_out = w_out * np.r_[1, n_out]
    e = np.r_[0, eps] + shift * k
    f = np.r_[0, np.conj(eps_out)] + shift_out * k_out
    u = spinors(p)
    ubar = spinors(p + k - k_out).conj().T @ gamma0
    direct = ubar @ slash(f) @ propagator(p + k, part) @ slash(e) @ u
    crossed = ubar @ slash(e) @ propagator(p - k_out, part) @ slash(f) @ u
    return direct, crossed


def spin_average(x, n_out, eps, eps_out):
    """Half the spin-summed |M|^2, divided by e^4."""
    return 0.5 * np.sum(np.abs(sum(diagrams(x, n_out, eps, eps_out)))**2)


def frame(theta, phi):
    """Outgoing direction and its polarization vectors in and normal to plane."""
    ct, st, cp, sp = np.cos(theta), np.sin(theta), np.cos(phi), np.sin(phi)
    return (np.array([st * cp, st * sp, ct]),
            np.array([ct * cp, ct * sp, -st]), np.array([-sp, cp, 0.0]))


def bracket(x, mu, c):
    rho = ratio(x, mu)
    return rho + 1 / rho - 2 + 4 * c**2


def kn_linear(x, mu, c):
    return 0.25 * ratio(x, mu)**2 * bracket(x, mu, c)


def kn_unpolarized(x, mu):
    rho = ratio(x, mu)
    return 0.5 * rho**2 * (rho + 1 / rho - (1 - mu**2))


def sigma_total(x):
    x = mp.mpf(x)
    T = 1 + 2 * x
    return mp.pi / x * ((1 - 2 / x - 2 / x**2) * mp.log(T)
                        + 2 * x * (1 + x) / T**2 + 4 / T + 2 / x + 2 / (x * T))


def sigma_range(x, t_low, t_high):
    """Quadrature of the angular formula over a range of t = omega/omega_out."""
    def integrand(s):
        t = np.exp(s)
        return 2 * np.pi * kn_unpolarized(x, 1 - (t - 1) / x) * t / x
    return quad(integrand, np.log(t_low), np.log(t_high),
                epsabs=0, epsrel=1e-10, limit=200)[0]


alpha = const.fine_structure
r_e = const.physical_constants["classical electron radius"][0]
a0 = const.physical_constants["Bohr radius"][0]
mc2_kev = 1e3 * const.physical_constants[
    "electron mass energy equivalent in MeV"][0]
barn = 1e-28
assert abs(r_e / (alpha**2 * a0) - 1) < 1e-8

# Random geometries: amplitude, gauge invariance, kinematics, cross section.
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(40):
    x = 10**rng.uniform(-1, 1)
    theta = rng.uniform(0.3, 2.9)
    phi, psi, chi = rng.uniform(0, 2 * np.pi, 3)
    n_out, e_plane, e_normal = frame(theta, phi)
    eps = np.array([np.cos(psi), np.sin(psi), 0])
    eps_out = np.cos(chi) * e_plane + np.sin(chi) * e_normal
    mu, c = n_in @ n_out, eps @ eps_out
    amplitude = sum(diagrams(x, n_out, eps, eps_out))
    shifted = sum(diagrams(x, n_out, eps, eps_out, "full", 0.7, -0.4))
    assert np.allclose(amplitude, shifted, rtol=1e-9, atol=1e-9)

    # Reduction of the Dirac amplitude to a 2x2 Pauli matrix.
    w_out = x * ratio(x, mu)
    q = x * n_in - w_out * n_out
    D = 2 + x - w_out
    V = ((eps_out @ n_in) * eps + (eps @ n_out) * eps_out
         - c * (n_in + n_out))
    S = (n_in - n_out) @ np.cross(eps, eps_out)
    A = (2 * c * np.eye(2)
         + sigma_dot(q) @ (sigma_dot(V) + 1j * S * np.eye(2)) / D)
    assert np.allclose(amplitude, np.sqrt(2 * D) / 2 * A,
                       rtol=1e-9, atol=1e-9)

    # Energy conservation solved numerically, Jacobian by finite difference.
    def final_energy(w):
        return w + np.sqrt(1 + x**2 + w**2 - 2 * x * w * mu)
    root = brentq(lambda w: final_energy(w) - 1 - x, 0, x, xtol=1e-14)
    assert abs(root / w_out - 1) < 1e-9
    h = 1e-5 * root
    jacobian = (final_energy(root + h) - final_energy(root - h)) / (2 * h)
    e_final = 1 + x - root
    m_squared = (4 * np.pi * alpha)**2 * spin_average(x, n_out, eps, eps_out)
    from_definition = (m_squared / (4 * x) * root
                       / (16 * np.pi**2 * e_final * jacobian) / alpha**2)
    error = abs(from_definition / kn_linear(x, mu, c) - 1)
    worst = max(worst, error)
    assert error < 1e-7

    # Polarization sum for a polarized beam, then average over the beam.
    outs = (e_plane, e_normal)
    rho = ratio(x, mu)
    summed = 0.25 * rho**2 * sum(spin_average(x, n_out, eps, f) for f in outs)
    formula = 0.5 * rho**2 * (rho + 1 / rho - 2 * (eps @ n_out)**2)
    assert abs(summed / formula - 1) < 1e-9
    averaged = 0.125 * rho**2 * sum(spin_average(x, n_out, e, f)
                                    for e in np.eye(3)[:2] for f in outs)
    assert abs(averaged / kn_unpolarized(x, mu) - 1) < 1e-9

# A single diagram depends on the gauge.
n60, plane60, normal60 = frame(np.pi / 3, 0.0)
eps45 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
plain = diagrams(1.0, n60, eps45, plane60)
moved = diagrams(1.0, n60, eps45, plane60, "full", 0.7, -0.4)
gauge_one = np.linalg.norm(moved[0] - plain[0])
gauge_sum = np.linalg.norm(sum(moved) - sum(plain))
assert gauge_one > 0.1 and gauge_sum < 1e-10

# Low energy: which intermediate states carry the Thomson amplitude.
positive_norm = []
for x in (1e-2, 1e-3):
    pos = sum(diagrams(x, n60, eps45, plane60, "positive"))
    neg = sum(diagrams(x, n60, eps45, plane60, "negative"))
    full = sum(diagrams(x, n60, eps45, plane60))
    assert np.allclose(pos + neg, full, atol=1e-9)
    thomson_matrix = 2 * (eps45 @ plane60) * np.eye(2)
    assert np.linalg.norm(neg - thomson_matrix, 2) < 4 * x
    positive_norm.append(np.linalg.norm(pos, 2))
assert abs(positive_norm[0] / positive_norm[1] / 10 - 1) < 0.05

# Circular polarization: the linear formula with a modulus is not valid.
circ_in = np.array([1, 1j, 0]) / np.sqrt(2)
circ_out = (plane60 + 1j * normal60) / np.sqrt(2)
circ_exact = spin_average(1.0, n60, circ_in, circ_out)
circ_naive = bracket(1.0, n60[2], abs(circ_in @ circ_out.conj()))
assert abs(circ_exact - circ_naive) > 0.05

# Total cross section directly from spinors at x = 1.
nodes, weights = np.polynomial.legendre.leggauss(40)
sigma_spinor = 0.0
for mu, weight in zip(nodes, weights):
    n_out, e1, e2 = frame(np.arccos(mu), 0.0)
    spin_pol = sum(spin_average(1.0, n_out, e, f)
                   for e in np.eye(3)[:2] for f in (e1, e2))
    sigma_spinor += 2 * np.pi * weight * 0.125 * ratio(1.0, mu)**2 * spin_pol
assert abs(sigma_spinor / float(sigma_total(1)) - 1) < 1e-9

# Limits and the origin of the logarithm.
thomson = 8 * np.pi / 3
slope = float((sigma_total("1e-4") / (8 * mp.pi / 3) - 1) / mp.mpf("1e-4"))
assert abs(slope + 2) < 1e-3
X = mp.mpf(10)**4
remainder = float(X * (X * sigma_total(X) / mp.pi - mp.log(2 * X) - 0.5))
predicted = float(4.5 - 2 * mp.log(2 * X))
assert abs(remainder - predicted) < 1e-2
octaves = [sigma_range(1e5, t, 2 * t) * 1e5 / np.pi for t in (10, 20)]
assert all(abs(v / np.log(2) - 1) < 0.01 for v in octaves)

print(f"electron rest energy m = {mc2_kev:.3f} keV")
print(f"classical electron radius r_e = {r_e*1e15:.5f} fm")
print(f"r_e^2 = {r_e**2/barn:.6f} barn")
print(f"largest relative error, definition vs formula = {worst:.1e}")
print(f"gauge change of one diagram (x=1, 60 deg) = {gauge_one:.4f}")
print(f"gauge change of the sum = {gauge_sum:.1e}")
print("Worked example: x = 1, theta = 90 deg")
n90, plane90, normal90 = frame(np.pi / 2, 0.0)
rho90 = ratio(1.0, n90[2])
print(f"omega_out/omega = {rho90:.4f}")
values = {}
for name_in, e in (("in-plane", np.eye(3)[0]), ("normal", np.eye(3)[1])):
    for name_out, f in (("in-plane", plane90), ("normal", normal90)):
        b = spin_average(1.0, n90, e, f)
        values[name_in, name_out] = 0.25 * rho90**2 * b
        print(f"{name_in} -> {name_out}: bracket = {b:.4f}, "
              f"dsigma/dOmega = {0.25*rho90**2*b:.5f} r_e^2/sr")
beam_plane = values["in-plane", "in-plane"] + values["in-plane", "normal"]
beam_normal = values["normal", "in-plane"] + values["normal", "normal"]
unpol = 0.5 * (beam_plane + beam_normal)
print(f"beam polarized in plane, summed = {beam_plane:.5f} r_e^2/sr")
print(f"beam polarized normal, summed = {beam_normal:.5f} r_e^2/sr")
print(f"ratio normal/in-plane = {beam_normal/beam_plane:.4f}")
print(f"unpolarized = {unpol:.5f} r_e^2/sr = {unpol*r_e**2/barn:.6f} barn/sr")
s1 = float(sigma_total(1))
print(f"total at x=1, closed form = {s1:.6f} r_e^2")
print(f"total at x=1, from spinors = {sigma_spinor:.6f} r_e^2")
print(f"total at x=1 = {s1*r_e**2/barn:.5f} barn = {s1*alpha**4:.5e} a0^2")
print(f"Thomson total = {thomson:.6f} r_e^2 = {thomson*r_e**2/barn:.5f} barn")
print("x, sigma (r_e^2), sigma/Thomson, high-energy form/sigma")
for x in (0.01, 0.1, 1.0, 10.0, 100.0, 1000.0):
    s = float(sigma_total(x))
    assert abs(sigma_range(x, 1, 1 + 2 * x) / s - 1) < 1e-8
    high = np.pi / x * (np.log(2 * x) + 0.5)
    high_text = f"{high/s:.5f}" if x >= 1 else "not used"
    print(f"{x:g}, {s:.6f}, {s/thomson:.6f}, {high_text}")
print(f"(sigma/Thomson - 1)/x at x=1e-4 = {slope:.5f}")
print(f"scaled high-energy remainder at x=1e4 = {remainder:.4f}")
print(f"predicted remainder 9/2 - 2 ln(2x) = {predicted:.4f}")
print(f"x sigma/pi from omega/omega_out 10-20, x=1e5 = {octaves[0]:.5f}")
print(f"x sigma/pi from omega/omega_out 20-40, x=1e5 = {octaves[1]:.5f}")
print(f"ln 2 = {np.log(2):.5f}")
print(f"positive-energy amplitude norm, x=0.01 = {positive_norm[0]:.6f}")
print(f"positive-energy amplitude norm, x=0.001 = {positive_norm[1]:.6f}")
print(f"Thomson amplitude 2 eps.eps_out there = {2*(eps45 @ plane60):.6f}")
print(f"circular, same helicity, x=1, 60 deg: exact = {circ_exact:.5f}")
print(f"linear formula with modulus would give = {circ_naive:.5f}")
print("checks complete")
```

Running it gives:

```
electron rest energy m = 510.999 keV
classical electron radius r_e = 2.81794 fm
r_e^2 = 0.079408 barn
largest relative error, definition vs formula = 1.7e-10
gauge change of one diagram (x=1, 60 deg) = 0.6938
gauge change of the sum = 4.6e-16
Worked example: x = 1, theta = 90 deg
omega_out/omega = 0.5000
in-plane -> in-plane: bracket = 0.5000, dsigma/dOmega = 0.03125 r_e^2/sr
in-plane -> normal: bracket = 0.5000, dsigma/dOmega = 0.03125 r_e^2/sr
normal -> in-plane: bracket = 0.5000, dsigma/dOmega = 0.03125 r_e^2/sr
normal -> normal: bracket = 4.5000, dsigma/dOmega = 0.28125 r_e^2/sr
beam polarized in plane, summed = 0.06250 r_e^2/sr
beam polarized normal, summed = 0.31250 r_e^2/sr
ratio normal/in-plane = 5.0000
unpolarized = 0.18750 r_e^2/sr = 0.014889 barn/sr
total at x=1, closed form = 3.608457 r_e^2
total at x=1, from spinors = 3.608457 r_e^2
total at x=1 = 0.28654 barn = 1.02325e-08 a0^2
Thomson total = 8.377580 r_e^2 = 0.66525 barn
x, sigma (r_e^2), sigma/Thomson, high-energy form/sigma
0.01, 8.214276, 0.980507, not used
0.1, 7.048378, 0.841338, not used
1, 3.608457, 0.430728, 1.03878
10, 1.028430, 0.122760, 1.06786
100, 0.180207, 0.021511, 1.01084
1000, 0.025416, 0.003034, 1.00132
(sigma/Thomson - 1)/x at x=1e-4 = -1.99948
scaled high-energy remainder at x=1e4 = -15.3091
predicted remainder 9/2 - 2 ln(2x) = -15.3070
x sigma/pi from omega/omega_out 10-20, x=1e5 = 0.69688
x sigma/pi from omega/omega_out 20-40, x=1e5 = 0.69407
ln 2 = 0.69315
positive-energy amplitude norm, x=0.01 = 0.015391
positive-energy amplitude norm, x=0.001 = 0.001541
Thomson amplitude 2 eps.eps_out there = 0.707107
circular, same helicity, x=1, 60 deg: exact = 2.50000
linear formula with modulus would give = 2.41667
checks complete
```
